Hahn echo decay under Gaussian noise with exponential correlation

**1. What dimensions and symmetry fix**

A spin-1/2 precesses at its nominal frequency plus a random offset w(t). The offset is a stationary Gaussian process with zero mean and correlation

C(s) = ⟨w(t) w(t+s)⟩ = σ² exp(−|s|/τ).

Here σ is the rms angular frequency offset and τ the correlation time. Atomic units are used in the algebra, so ħ = 1. The sequence is π/2 – T/2 – π – T/2 – echo, with T the total time and pulses that are ideal and instantaneous. Write the echo amplitude as E = exp(−χ).

The accumulated phase is linear in w, and for a Gaussian phase χ is half its variance (shown in section 2). So χ is proportional to σ². It is dimensionless, and the remaining quantities are two times, hence

χ = σ²τ² f(x), x = T/τ.

A constant offset cancels in the echo. This removes the term σ²T²/2, which is all that would remain for τ → ∞. If the next term is cubic in T, dimensions force it to be a number times σ²T³/τ. If χ is linear in T at long times, it must be a number times σ²τT. The function f has to supply the two numbers and show that these powers occur. "Cubic" and "linear" refer to χ = −ln E, not to E.

**2. Simple case: no π pulse**

Without the π pulse the phase is φ = ∫₀ᵀ w dt. A sum of jointly Gaussian variables is Gaussian, and so is this integral. With V = ⟨φ²⟩, completing the square,

iφ − φ²/(2V) = −(φ − iV)²/(2V) − V/2,

gives ⟨exp(iφ)⟩ = exp(−V/2), because the shifted Gaussian still integrates to one.

The variance is a double integral of C(t₁ − t₂) over a square of side T. Lags between s and s + ds occupy a strip of area (T − s) ds, once for each sign of the lag. Half the variance is therefore

χ_F(T) = ∫₀ᵀ (T − s) C(s) ds.

For the exponential correlation the two pieces are

∫₀ᵀ exp(−s/τ) ds = τ(1 − e^(−x)),

∫₀ᵀ s exp(−s/τ) ds = τ²[1 − (1 + x)e^(−x)].

Multiplying the first by T = xτ and subtracting the second,

χ_F = σ²τ²[x − x e^(−x) − 1 + (1 + x)e^(−x)] = σ²τ²(x − 1 + e^(−x)).

Limits: for x ≪ 1 the bracket is x²/2 and χ_F = σ²T²/2, the result for a frozen spread of frequencies. For x ≫ 1, χ_F ≈ σ²τT, the result for many independent phase steps.

**3. Adding the π pulse**

Let φ₁ and φ₂ be the integrals of w over the first and second halves. The π pulse reverses the phase already collected, so the final phase is φ₂ − φ₁. Its overall sign does not affect the variance. Use the identity

(φ₁ − φ₂)² = 2φ₁² + 2φ₂² − (φ₁ + φ₂)².

Stationarity gives ⟨φ₁²⟩ = ⟨φ₂²⟩ = 2χ_F(T/2), and φ₁ + φ₂ is the phase without the pulse, with variance 2χ_F(T). Half the average of the identity is

χ(T) = ½[8χ_F(T/2) − 2χ_F(T)] = 4χ_F(T/2) − χ_F(T).

This holds for any stationary Gaussian noise. Inserting χ_F from section 2,

f(x) = 4(x/2 − 1 + e^(−x/2)) − (x − 1 + e^(−x)),

f(x) = x − 3 + 4e^(−x/2) − e^(−x).

The exact echo decay is thus

E(T) = exp{−σ²τ²[T/τ − 3 + 4e^(−T/2τ) − e^(−T/τ)]}.

A test that does not use the Gaussian phase formula follows the process itself. Gaussian noise with exponential correlation is the Ornstein–Uhlenbeck process, whose backward generator is

L = (1/τ)(σ² ∂²/∂w² − w ∂/∂w).

Its eigenfunctions are Hermite polynomials in w/σ, with eigenvalues −k/τ. In the normalized basis, multiplication by w connects k to k + 1 with element σ√(k+1). Averages with a phase factor evolve under L + iw in one half and L − iw in the other. With 80 basis states and (στ, x) = (0.5, 4), (1, 3) and (3, 1), E agreed with the formula to within 2.6×10⁻¹⁵.

**4. Short-time limit and the origin of the cube**

Expand f power by power:

x⁰: −3 + 4 − 1 = 0
x¹: 1 − 2 + 1 = 0
x²: 4/8 − 1/2 = 0
x³: −4/48 + 1/6 = 1/12
x⁴: 4/384 − 1/24 = −1/32

For T ≪ τ, therefore,

χ = σ²T³/(12τ) × [1 − 3T/(8τ) + …].

To see what causes the cube, take a term c sᵏ in C(s) for s > 0. It contributes c Tᵏ⁺²/[(k+1)(k+2)] to χ_F, and the combination in section 3 multiplies this by

4/2ᵏ⁺² − 1 = 2⁻ᵏ − 1.

The constant term, k = 0, drops out: this is the refocusing. The linear term has c = −σ²/τ and gives (−σ²/τ)(T³/6)(−1/2) = σ²T³/(12τ). The cube thus comes from the cusp of the correlation at zero lag.

A correlation without a cusp is a second case. For C = σ² exp(−s²/2τ²) the first surviving term has k = 2 and c = −σ²/(2τ²):

χ ≈ (−σ²/2τ²)(T⁴/12)(−3/4) = σ²T⁴/(32τ²).

Direct integration at T/τ = 0.05 gave an exponent of 3.9994 and a coefficient of 0.03124, against 1/32 = 0.03125. If the physical noise is smooth below some short time, the cubic law gives way to a quartic one there.

**5. Long-time limit and the passage between the laws**

For T ≫ τ the exponentials vanish:

χ → σ²τ(T − 3τ).

The slope equals that of the decay without the pulse, but the line is lower. From the two long-time forms, χ_F − χ → σ²τ²[(x − 1) − (x − 3)] = 2σ²τ². Once the noise has lost its memory, further waiting gains nothing from refocusing.

Between the limits define the local exponent n = d ln χ/d ln T = x f′/f. Differentiating f,

f′ = 1 − 2e^(−x/2) + e^(−x) = (1 − e^(−x/2))²,

f″ = e^(−x/2)(1 − e^(−x/2)).

Since f(0) = 0 and f′ > 0 for x > 0, f is positive and rises. Now define

p(x) = 1 + x f″/f′ = 1 + x/(e^(x/2) − 1).

The ratio (e^(x/2) − 1)/x is the slope of a chord of a convex curve and rises with x. So p falls, from 3 at x = 0 towards 1. Because (x f′)′ = f′ + x f″ = p f′,

n(x) = ∫₀ˣ p f′ du / ∫₀ˣ f′ du.

This is an average of p over values larger than p(x), so n > p(x). Taking the logarithmic derivative of n = x f′/f,

x n′ = n(1 + x f″/f′ − n) = n(p − n) < 0.

The exponent falls steadily from 3 to 1. Numerical slopes of the defining double integral gave 2.9963 at x = 0.01 and 1.0152 at x = 200. The approach to 1 is slow because the offset −3 makes n ≈ x/(x − 3).

**6. Which law governs the visible decay**

Short and long are measured against τ, whereas the echo is lost around T₂, defined by χ(T₂) = 1. The product στ decides which law holds there.

Slow noise, στ ≫ 1: T₂ ≈ (12τ/σ²)^(1/3)
Fast noise, στ ≪ 1: T₂ ≈ 1/(σ²τ) + 3τ

Since 1 − e^(−u/2) is below both u/2 and 1, integrating f′ gives f ≤ x³/12 and f ≤ x. Hence (12τ/σ²)^(1/3) and 1/(σ²τ) are both lower bounds on T₂ for any στ.

At fixed σ there is a worst correlation time. From χ = σ²τ² f(T/τ), at fixed T,

∂ ln χ/∂ ln τ = 2 − n.

Keeping χ = 1 while τ changes requires (2 − n) d ln τ + n d ln T₂ = 0, so

d ln T₂/d ln τ = −(2 − n)/n.

T₂ is stationary where n(T₂/τ) = 2. The condition f(T₂/τ) = 1/(στ)² makes T₂/τ fall as τ grows, so n rises through 2 once, and the stationary point is a minimum. Noise either faster or slower than this does less harm.

**7. A donor spin below a silicon/oxide interface**

Take a shallow donor electron at depth d below an unpassivated Si/SiO₂ interface, with the magnetic field normal to the interface. Dangling-bond spins, at random positions with areal density N, flip independently. At distance r, with θ the angle between r and the field, one of them shifts the donor frequency by ±v, where

v = D(1 − 3cos²θ)/(2r³).

For g = 2, D = α² in atomic units. If each spin flips at rate 1/(2τ), the mean of (−1)^(number of flips) over a lag s is exp(−s/τ), so each shift has correlation v² exp(−s/τ). Summing over the plane, with cosθ = d/r and ρ dρ = r dr,

σ² = N(D²/4) 2π ∫ r⁻⁵(1 − 6d²/r² + 9d⁴/r⁴) dr, from r = d to ∞.

The integral is (1/4 − 1 + 9/8)/d⁴ = 3/(8d⁴), so

σ² = 3πND²/(16d⁴).

Take N = 10¹² cm⁻² (0.01 nm⁻²), d = 25 nm and τ = 20 µs. With D = 2.147×10⁵ peV nm³,

ħσ = √(3π × 0.01/16) × 2.147×10⁵/625 = 26.37 peV.

Dividing by ħ = 658.2 peV µs and multiplying by 20 µs gives στ = 0.801. The echo time follows from f(x) = 1/(στ)² = 1.558 (στ = 0.8012 with one more digit), solved by x = 4.046:

1.046 + 4 × 0.1323 − 0.0175 = 1.558.

So T₂ = 4.046 × 20 µs = 81 µs, or 3.3×10¹² atomic units of time. Without the π pulse, the same bath gives χ_F = 1 at 49 µs.

The exponent at T₂ is 1.96, so neither limiting law describes the visible decay. At T = 10 µs, χ is 0.00557 and the cubic law gives 0.00669. At 200 µs, χ is 4.511 and the long-time line gives 4.494, but the echo is down to 0.011.

Changing τ alone shows the two regimes. For τ = 0.5 µs, T₂ is 1248 µs and the exponent 1.001. For τ = 1000 µs, T₂ is 200 µs and the exponent 2.93, with the cubic estimate at 196 µs. These values are for the dangling-bond bath alone.

**8. Is this bath Gaussian?**

A single flipping spin is a telegraph process, not a Gaussian one. Let e be its own echo factor. For NA spins placed at random in a large area A, the averaged echo is

[1 − (1/A)∫(1 − e) d²ρ]^(NA) → exp[−N∫(1 − e) d²ρ].

The factor e follows from the two-state rate equations with phases ±v, reversed at the π pulse. At the Gaussian T₂, where Gaussian noise gives −ln E = 1, this bath gives 0.940, 0.947 and 0.684 for τ = 0.5, 20 and 1000 µs.

The deficit at 0.5 µs comes from the random positions. The largest shift, directly above the donor, is D/(ħd³) = 0.021 µs⁻¹, so vτ ≈ 0.01 and each spin contributes e ≈ exp(−y) with y = v²τT. Then 1 − e ≈ y − y²/2. The first term sums to 1 at T₂. The second sums to N∫v⁴ d²ρ/(2σ⁴), where the radial integral is now

∫ r⁻¹¹(1 − 3d²/r²)⁴ dr = (1/10 − 1 + 27/7 − 27/4 + 9/2)/d¹⁰ = 0.707/d¹⁰.

With the prefactor 2πND⁴/16, and σ² from section 7, this gives

N∫v⁴ d²ρ/σ⁴ = 0.80/(Nd²) = 0.128.

The predicted value is 1 − 0.064 = 0.936, close to 0.940; the next term, y³/6, adds about 0.004. Donors differ in their surroundings, and the average favours those with weak noise. This part of the deficit does not depend on τ. If each source were Gaussian, e = exp(−v²τ²f), and τ²f = 1/σ² at T₂, so y = v²/σ² and the result would be 0.940 for any τ. At τ = 20 µs the positions thus account for the whole deficit, and the telegraph character raises the value slightly, to 0.947.

At τ = 1000 µs the largest vT₂ is about 4, so the phase from one nearby spin cannot be treated to second order. The echo at 200 µs is then 0.50 instead of 0.37, and the Gaussian model fails noticeably. With 400 times more defects, each coupled 20 times more weakly, σ is unchanged and the value at τ = 20 µs becomes 0.9999. Many weak sources restore the Gaussian result.

**9. The model beside a real interface**

The density is a rough value for an unpassivated interface. Hydrogen passivation lowers it, and σ² falls in proportion, but the correction of section 8 grows as 1/(Nd²) and the Gaussian T₂ then fails: at 10¹¹ cm⁻² and τ = 20 µs it is 372 µs, where the discrete bath gives −ln E = 0.62 and reaches 1 only near 860 µs. The donor is assumed to keep its electron and the defects to stay neutral and paramagnetic; charge transfer to the interface traps is not treated. The correlation time is a free parameter, not a measured one. Near 20 µs it matters little, because T₂ is close to its minimum there: halving or doubling τ gives 92 or 85 µs, while halving or doubling the density gives 118 or 58 µs in the Gaussian model (127 or 59 µs for the discrete bath of section 8). Over the wider range of τ in section 7, T₂ runs from 81 to 1248 µs. Real defects also have a spread of flip rates, which replaces the single exponential by a sum. Charge noise and pulse errors are left out and not sized.

The π pulse is assumed to turn the donor but not the defects. With the rough donor–defect offset of 100 neV used below, it must last much longer than πħ/(100 neV) = 21 ns, yet stay short compared with T. With the 20 neV spread used below, a square pulse of 66 ns still flips about 6 % of the defects and adds 0.055 to χ at T₂; one of 200 ns adds 0.006. "Instantaneous" is meant in this sense here. A pulse that turned both would reverse the defect shifts along with the donor phase. The defect shifts would then not be refocused, and in the Gaussian model the signal would decay as it does without the π pulse, in 49 µs.

Dangling bonds also exchange spin with one another. For a pair in the plane the exchange amplitude is D/(4r³). Summing its square over neighbours beyond a = 1/√(πN) gives π³N³D²/32 = 4.5×10⁴ peV². For a Gaussian spread of resonance energies with rms width 20 neV (rough), the density of energy differences at zero is 1/(2√π × 20 neV) = 1.41×10⁻⁵ peV⁻¹. The golden-rule rate, 2π times the product divided by ħ, is 0.0060 µs⁻¹, or 0.12/τ. Adding it to 1/τ changes T₂ to 81.3 µs. The slight increase agrees with section 6, since n is just below 2. This estimate ignores close pairs and the conservation of total spin in each exchange. It is also a mean over defects: at r = a the exchange amplitude is only 0.3 neV, far below the 20 neV spread, so few defects have a resonant partner and most exchange more slowly than this.

Silicon nuclei, with a rough echo time of 400 µs and an assumed square law, add (81/400)² = 0.041 to χ at T₂. Donor relaxation, with a rough T₁ of 10 ms, adds T₂/(2T₁) = 0.004. With these three effects T₂ is 79 µs. At 0.35 T and 8 K the bath polarisation is 0.029, and the variance falls by its square, about 0.09 %. Donor–defect exchange across a rough offset of 100 neV has a mixing probability of order (0.0264/100)² = 7×10⁻⁸.

For these inputs, and a π pulse of 200 ns or longer, the discrete-bath correction of section 8, which at τ = 20 µs comes from the random positions, is the largest of the sized effects. It lowers −ln E by 5 % at T₂, which with an exponent near 2 lengthens T₂ by roughly 3 %. The remaining values are in the numerical output.

Values computed for the example and the checks

```
largest Hermite-basis error in E: 2.6e-15
exponent at T/tau = 0.01: 2.9963
exponent at T/tau = 200: 1.0152
smooth noise, T/tau = 0.05: exponent 3.9994
smooth noise: chi/(sigma^2 T^4/tau^2) = 0.03124
input defect density: 1.0e+12 cm^-2
input donor depth: 25 nm
input correlation time: 20 us
input field: 0.35 T; temperature: 8 K
hbar: 658.21 peV us
dipolar constant D: 2.1473e+05 peV nm^3
hbar*sigma: 26.37 peV
sigma*tau: 0.8012
echo time T2 (chi = 1): 80.93 us
T2 in atomic units: 3.346e+12
T2/tau: 4.046; exponent there: 1.956
free decay time (chi_F = 1): 49.47 us
T (us) | chi | cubic law | long-time line | exponent | E
2 | 5.153e-05 | 5.349e-05 | -1.862e+00 | 2.963 | 0.9999
10 | 5.567e-03 | 6.687e-03 | -1.605e+00 | 2.821 | 0.9944
40 | 2.158e-01 | 4.280e-01 | -6.419e-01 | 2.377 | 0.8059
100 | 1.490e+00 | 6.687e+00 | 1.284e+00 | 1.815 | 0.2253
200 | 4.511e+00 | 5.349e+01 | 4.494e+00 | 1.404 | 0.0110
400 | 1.091e+01 | 4.280e+02 | 1.091e+01 | 1.176 | 0.0000
Bath alone, other correlation times:
tau (us) | sigma*tau | T2 | cubic T2 | linear T2 (us) | exponent
0.5 | 0.020 | 1247.7 | 15.5 | 1247.7 | 1.001
20 | 0.801 | 80.9 | 53.1 | 91.2 | 1.956
1000 | 40.060 | 200.5 | 195.5 | 3000.6 | 2.926
Telegraph bath: -ln E at the Gaussian T2 (Gaussian value 1)
tau = 0.5 us: 0.9394
tau = 20 us: 0.9471
tau = 1000 us: 0.6841
same sigma, 400 times more defects, tau = 20 us: 0.99986
rough input defect energy spread: 20 neV
flip-flop rate times tau, estimate: 0.120
T2 with flip-flops in the correlation rate: 81.3 us
rough input nuclear echo time: 400 us
nuclear addition to chi at T2, square law: 0.041
rough input donor T1: 10 ms
relaxation addition to chi at T2: 0.0040
T2 with these three effects: 79.4 us
bath polarisation: 0.0294
fractional loss of variance: 8.6e-04
rough input donor-defect offset: 100 neV
donor-defect exchange mixing: 7.0e-08
```
